# Band mass and the resistivity–mean-free-path product in interconnect metals

**Q.** I am ranking metals for narrow interconnects by the product of resistivity and mean free path, $\rho\lambda$, where small is good. I want to strike out every metal with heavy bands. Drude's formula $\rho=m/(ne^2\tau)$ puts the mass in the numerator, so a heavy mass must give a large $\rho\lambda$.

**A.** Finish the Drude calculation first. For free electrons $\lambda=v_F\tau$ and $v_F=\hbar k_F/m$, so

$$\rho\lambda=\frac{m}{ne^2\tau}\,\frac{\hbar k_F}{m}\,\tau=\frac{\hbar k_F}{ne^2}.$$

The mass has cancelled, and so has $\tau$. With $n=k_F^3/(3\pi^2)$ this is

$$\rho\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}.$$

At fixed $\tau$ and density the heavier metal does have the larger $\rho$, but its electrons travel a proportionately shorter distance between collisions.

**Q.** That is a sphere with one mass. A transition metal has several sheets, and the speed varies over each of them. Why should the cancellation survive?

**A.** Let us derive the conductivity without assuming a sphere. I take linear response, a relaxation time $\tau(\mathbf k)$, and a temperature low against the Fermi energies. The electron charge is $-e$ with $e>0$. In a steady uniform field $\mathbf E$ the Boltzmann equation reads

$$-\frac{e}{\hbar}\mathbf E\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.$$

To first order in the field, $f$ on the left may be replaced by $f_0$. Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon$,

$$f=f_0+e\tau\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}.$$

The current is $\mathbf j=-e\int\frac{d^3k}{4\pi^3}\,\mathbf v f$, where $1/4\pi^3=2/(2\pi)^3$ includes spin. The $f_0$ part carries no current. For a field along $x$ the two minus signs, from the charge and from $\partial f_0/\partial\varepsilon<0$, combine to give

$$\sigma_{xx}=\frac{e^2}{4\pi^3}\int d^3k\,v_x^2\tau\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

Now slice $\mathbf k$ space into surfaces of constant energy. Two surfaces differing by $d\varepsilon$ lie $d\varepsilon/(\hbar|\mathbf v|)$ apart, so $d^3k=dS\,d\varepsilon/(\hbar|\mathbf v|)$. At low temperature the energy integral selects the Fermi surface:

$$\sigma_{xx}=\frac{e^2}{4\pi^3\hbar}\int dS\,\frac{v_x^2\tau}{|\mathbf v|}.$$

The velocity is normal to the surface. Write $\mathbf v=|\mathbf v|\mathbf n$ with unit normal $\mathbf n$, and define the local free path $l=|\mathbf v|\tau$. Then $v_x^2\tau/|\mathbf v|=n_x^2\,l$, and

$$\sigma_{xx}=\frac{e^2}{4\pi^3\hbar}\int dS\,n_x^2\,l.$$

The normals are geometry. Speed and relaxation time enter together, through $l$.

**Q.** There is still an integral of $l$ weighted by $n_x^2$.

**A.** Cubic symmetry removes the weight. If both the surface and $l(\mathbf k)$ are cubic, the integrals with $n_x^2$, $n_y^2$ and $n_z^2$ are equal. Their sum is $\int l\,dS$, because $n_x^2+n_y^2+n_z^2=1$, so each is one third of it. Let $S$ be the total area of all sheets and

$$\lambda=\frac1S\int l\,dS$$

the area average of the free path. Then $\sigma=e^2S\lambda/(12\pi^3\hbar)$, or

$$\boxed{\rho\lambda=\frac{12\pi^3\hbar}{e^2S}}$$

For a sphere, $S=4\pi k_F^2$ returns $3\pi^2\hbar/(e^2k_F^2)$. Within these assumptions, changing the mass on a fixed Fermi surface leaves $\rho\lambda$ where it was.

**Q.** Something must respond to the mass. What does?

**A.** The product $\rho\tau$. Let $\tau$ be uniform over the surface, so that $\lambda=\tau\langle v\rangle_S$, with $\langle v\rangle_S$ the area-averaged speed. Dividing the boxed result by $\langle v\rangle_S=\frac1S\int|\mathbf v|dS$ gives

$$\rho\tau=\frac{12\pi^3\hbar}{e^2\int|\mathbf v|\,dS}.$$

Multiply every velocity by $s$, which multiplies the mass by $1/s$. Then $\rho\tau$ is multiplied by $1/s$: double the mass and $\rho\tau$ doubles.

**Q.** So does $\rho$ itself double?

**A.** That depends on what you hold fixed.

- At fixed $\tau$, $\lambda\to s\lambda$ and $\rho\to\rho/s$.
- At fixed $\lambda$, $\tau\to\tau/s$ and $\rho$ does not change.
- At fixed scattering matrix elements, $\tau$ has to be worked out.

Take the third case with elastic scattering whose matrix element is the same between all states. Scattering then forgets the incoming direction, so the lifetime is also the transport relaxation time. The golden rule gives $1/\tau\propto N(E_F)$, with

$$N(E_F)=\frac{1}{4\pi^3\hbar}\int\frac{dS}{|\mathbf v|}.$$

This is multiplied by $1/s$, so $\tau\to s\tau$. Hence $\lambda=\tau\langle v\rangle_S\to s^2\lambda$ and $\rho\to\rho/s^2$. A doubled mass quadruples the resistivity, and $\rho\lambda$ is still unchanged. Your suspicion that heavy bands can conduct badly is sound; it concerns $\rho$, not $\rho\lambda$.

**Q.** Show me numbers for a metal with a light and a heavy sheet.

**A.** Take two uncoupled cubic tight-binding bands with energies measured from the Fermi level,

$$E_j=-2t_j\left(\cos k_xa+\cos k_ya+\cos k_za-c_j\right),$$

with $a=0.24$ nm. The light band has $t=1.0$ eV and $c=1.2$, an electron pocket about the zone centre. The heavy band has $t=0.4$ eV and $c=-1.4$, a hole pocket about the zone corner. The Fermi surface is where the three cosines sum to $c_j$. It does not contain $t_j$, while the velocity is proportional to $t_j$. Halving $t_j$ therefore doubles the mass on a fixed surface.

The areas are 1036.1 and 874.6 nm$^{-2}$, in total $S=1910.7$ nm$^{-2}$. The constant $12\pi^3\hbar/e^2$ is $1.529\times10^6\ \Omega$, so

$$\rho\lambda=\frac{1.529\times10^{6}\ \Omega}{1.9107\times10^{21}\ \mathrm{m^{-2}}}=8.00\times10^{-16}\ \Omega\,\mathrm{m^2},$$

which is 80.0 µΩ cm nm. With $\tau=12$ fs on both sheets and $\langle v\rangle_S=6.78\times10^5$ m/s, the free path is $\lambda=8.14$ nm and $\rho=80.0/8.14=9.83$ µΩ cm.

Now double both masses:

| Held fixed | $\tau$ (fs) | $\lambda$ (nm) | $\rho$ (µΩ cm) |
|---|---|---|---|
| original | 12 | 8.14 | 9.83 |
| $\tau$ | 12 | 4.07 | 19.66 |
| $\lambda$ | 24 | 8.14 | 9.83 |
| matrix elements | 6 | 2.03 | 39.32 |

In each row $\rho\lambda$ is 80.0 µΩ cm nm. The product $\rho\tau$ is 118 µΩ cm fs in the first row and 236 in the other three.

**Q.** You slowed both sheets by the same factor. Suppose only the heavy one gets heavier.

**A.** The derivation never required a uniform factor, provided $\lambda$ is the area average and the change keeps cubic symmetry. Doubling the heavy sheet's mass alone, at $\tau=12$ fs, gives $\lambda=7.105$ nm and $\rho=11.26$ µΩ cm. Their product is again 80.0 µΩ cm nm.

Speeds may also vary within a sheet. Multiplying those on the light pocket by $\exp(\tfrac12\cos k_xa\cos k_ya\cos k_za)$, at uniform $\tau$, left the ratio of the conductivity to its predicted value at 1.000000.

**Q.** My spreadsheet averages the speed over states at the Fermi level, not over area. Is that harmless?

**A.** A uniform scaling does not change your product, but an uneven one can. The value itself is also too low whenever the speed varies over the Fermi surface, so it can misrank metals even before any mass is changed. States are distributed with weight $dS/|\mathbf v|$, so your average is

$$\langle v\rangle_N=\frac{\int|\mathbf v|\,dS/|\mathbf v|}{\int dS/|\mathbf v|}=\frac{S}{\int dS/|\mathbf v|}.$$

Your product at uniform $\tau$ is therefore

$$\rho\tau\langle v\rangle_N=\frac{12\pi^3\hbar}{e^2S}\,\frac{\langle v\rangle_N}{\langle v\rangle_S}.$$

A common factor $s$ cancels in the last ratio; an uneven change need not. To see its direction, give two sheets of areas $S_1$ and $S_2$ constant speeds $v_1$ and $v_2$, with $r=v_1/v_2$. Then

$$\frac{\langle v\rangle_N}{\langle v\rangle_S}=\frac{S^2}{(S_1v_1+S_2v_2)(S_1/v_1+S_2/v_2)}=\frac{S^2}{S_1^2+S_2^2+S_1S_2(r+1/r)}.$$

This equals 1 at $r=1$ and falls as the speeds move apart. Slowing the slow sheet lowers your product. Slowing the fast sheet towards the slow one raises it. In the tight-binding example your product starts at $6.37\times10^{-16}\ \Omega\,\mathrm{m^2}$, stays there when both masses double, and drops to $4.36\times10^{-16}$ when the heavy sheet alone is slowed. The spreadsheet would show an apparent mass effect, here with the sign opposite to the one you expected.

**Q.** Then can a heavier mass ever change the area-averaged product?

**A.** Yes, when the Fermi surface moves with it. Take free electrons with the Fermi energy held at 5.0 eV above the band edge, as if a large reservoir of other states pinned it. From $k_F^2=2mE_F/\hbar^2$, doubling the mass doubles $k_F^2$ and halves $\rho\lambda$, from $9.27\times10^{-16}$ to $4.63\times10^{-16}\ \Omega\,\mathrm{m^2}$. At fixed density $k_F$ stays put and so does $\rho\lambda$. The cause of the change is the area.

Symmetry is the other condition. Take the light pocket alone and multiply its speeds by $\exp(\tfrac12\cos k_za)$ at uniform $\tau$. The path is no longer cubic, and the pocket's conductivity along $x$ exceeds the boxed law, with $S$ and $\lambda$ of that pocket, by 6.1 %; along $y$ the excess is the same, and along $z$ the conductivity falls 12.2 % below the law. What survives is the mean over the three axes, because the sum of the squared normals is still 1:

$$\tfrac13(\sigma_{xx}+\sigma_{yy}+\sigma_{zz})=\frac{e^2S\lambda}{12\pi^3\hbar}.$$

**Q.** I care about $\rho\lambda$ because of thin lines. Does the invariance carry over to the extra resistivity from surfaces?

**A.** To leading order in free path over thickness it does, for a uniform scaling. Consider a film of thickness $d$, normal along $z$, current along $x$, with fully diffuse faces: an electron leaving a face carries no memory of the field. Let $g$ be the field-induced part of the distribution, $g_0$ its bulk value, $l_z=|v_z|\tau$, and $z$ the distance from the face the electron left. The Boltzmann equation becomes

$$l_z\frac{dg}{dz}+g=g_0,\qquad g(0)=0,$$

so $g=g_0(1-e^{-z/l_z})$. Averaging over $0<z<d$ multiplies each contribution to the conductivity by

$$1-\frac{l_z}{d}\left(1-e^{-d/l_z}\right).$$

For $l_z\ll d$ the exponential can be dropped. Then $\sigma_{\rm film}\approx\sigma-B/d$, with

$$B=\frac{e^2}{4\pi^3\hbar}\int dS\,\frac{v_x^2|v_z|\tau^2}{|\mathbf v|}=\frac{e^2}{4\pi^3\hbar}\int dS\,n_x^2|n_z|\,l^2.$$

Inverting to first order, $\rho_{\rm film}-\rho\approx\rho^2B/d$. If all paths are multiplied by one factor $q$, then $B$ gains $q^2$ and $\rho^2$ gains $q^{-2}$. The rise is unchanged, whether $q$ comes from speed or from relaxation time.

For a sphere with uniform path, the average of $n_x^2|n_z|$ is $1/8$ and that of $n_x^2$ is $1/3$. Hence $B=\tfrac38\sigma\lambda$ and the rise is $3\rho\lambda/(8d)$.

**Q.** And in the two-sheet metal at 20 nm?

**A.** The first-order rise is 2.36 µΩ cm for the original and for both doubled-mass cases below. The full thickness factor gives:

| Case | Film $\rho$ (µΩ cm) | Rise (µΩ cm) |
|---|---|---|
| original | 12.71 | 2.88 |
| $2m$, fixed $\tau$ | 22.33 | 2.67 |
| $2m$, fixed matrix elements | 41.83 | 2.51 |

The rise is not quite invariant, and at this thickness the heavier metals have the smaller one. Two corrections to the first-order result compete. Inverting the conductivity raises the rise, and the exponential lowers it; both are larger for the longer paths of the original metal. With $x=B/(\sigma d)$ the rise is $\rho x/(1-x)$ if the exponential is still dropped. At fixed $\tau$, $x=2.361/19.66=0.120$ and the rise is $2.361/0.880=2.68$, close to 2.67. For the original, $x=0.240$ gives 3.11 against 2.88, so there the exponential matters too.

Notice also that the sphere formula would give $\tfrac38\times80.0/20=1.50$ µΩ cm, well below 2.36. The film rise contains the average of $n_x^2|n_z|\,l^2$, so it depends on the shape of the surface, through its normals, and on how paths are spread over it, as well as on $\rho\lambda$. With the path made uniform over both sheets the first-order rise is 1.86, so shape accounts for the step from 1.50 to 1.86 and the spread of paths for the rest. An uneven change of mass alters that spread: doubling the heavy sheet's mass alone, at $\tau=12$ fs, leaves $\rho\lambda$ at 80.0 but raises the first-order rise to 2.83 and the full rise to 3.47 µΩ cm. Two metals with equal $\rho\lambda$ need not rank equally in a film.

**Q.** How far can I trust this for a real metal such as osmium?

**A.** As a guide to mechanism, not as a prediction. The parameters were chosen for the rough regime of platinum-group metals, whose room-temperature resistivities run from roughly 4 to 11 µΩ cm, with free paths of several nanometres. The model's 9.83 µΩ cm is near the upper end. Its $\rho\lambda$ of $8.0\times10^{-16}\ \Omega\,\mathrm{m^2}$ is not typical of them: it exceeds even the free-electron value for copper, $6.6\times10^{-16}$, while calculated values for rhodium, iridium, ruthenium and osmium lie lower, at roughly 3 to $6.5\times10^{-16}$. Osmium is hexagonal, with its own bands and two independent resistivities, so the boxed law applies to it only through the average above, which is over the conductivities along the three axes and not over the resistivities. The 6 % shift in the model came from uneven paths on a cubic surface. In osmium the surface itself is not cubic, which can make the resistivity depend on direction even when the free path is uniform, so the 6 % is not an estimate for osmium.

Real lines also have side walls, which the film leaves out, and grain boundaries. The Mayadas–Shatzkes model, for a free-electron sphere with 20 nm grains and boundary reflection 0.3, adds 2.47 µΩ cm to the original bulk resistivity and 2.50 with the mass doubled at fixed $\tau$. This is comparable with the surface rise and is missing from the film values above. The sphere understates it, as it did for the film: dividing each contribution on the two-sheet surface by the same factor $1+lR/[(1-R)d|n_x|]$, with $R=0.3$ and grain size $d$, gives 3.18 µΩ cm. It hardly depends on a uniform change of mass as long as the reflection is held at 0.3, but doubling the heavy sheet's mass alone takes the two-sheet value to 3.77. The reflection can itself change with the mass: a thin barrier of fixed strength reflects slower electrons more strongly, with $R/(1-R)\propto1/v^2$. Halving the speed takes $R$ from 0.3 to 0.63 and the sphere estimate of the rise from 2.47 to about 9.7 µΩ cm.

The sharp Fermi surface is a milder assumption. Smearing it thermally at 400 K, or by the lifetime width $\hbar/2\tau=27$ meV, at fixed electron number, changes $\rho\lambda$ by at most about 0.6 % in the four cases computed, two of them with doubled mass. The thermal changes are $-0.08$ % and $-0.36$ % for the original and the doubled mass, and the lifetime changes at $\tau=12$ fs are $+0.30$ % and $+0.55$ %. With fixed matrix elements the doubled mass shortens $\tau$ to 6 fs, which doubles the lifetime width, and the change from that width grows to about 0.9 %.

**Q.** So I should not strike out the heavy-band metals.

**A.** Not on the mass alone. For a cubic metal, compute the Fermi-surface area to get $\rho\lambda$. For a hexagonal one the area fixes only the axis average of the conductivity, and a line along a chosen axis needs the integral of $n_x^2\,l$ with $x$ along that axis. For a first estimate of the film rise compute $\rho^2B/d$, which includes the surface's shape and the spread of free paths; at 20 nm it was 18 % below the full result for the original metal. Grain boundaries need a separate estimate. Then look at $\rho$ itself, where mass and scattering do count: in the 20 nm example, doubling both masses at fixed $\tau$ left the surface rise nearly alone but took the total from 12.7 to 22.3 µΩ cm, and doubling the heavy sheet's mass alone raised the surface rise by 21 % and the total to 14.7 µΩ cm. A small $\rho\lambda$ does not rescue a line whose bulk resistivity is already too high.

## Values computed for the example and the checks

```
Lattice constant: 0.24 nm; tau: 12 fs
Hopping light, heavy: 1.0, 0.4 eV
Level constants c: 1.2, -1.4
Area, light sheet: 1036.1 nm^-2
Area, heavy sheet: 874.6 nm^-2
Area, total S: 1910.7 nm^-2
rho*lambda from S: 8.000 e-16 ohm m^2
  same: 80.00 micro-ohm cm nm
Area-mean speed: 6.782 e5 m/s
DOS-mean speed: 5.396 e5 m/s
Columns: tau fs | lambda nm | rho micro-ohm cm |
  rho*lambda e-16 ohm m^2 | rho*tau micro-ohm cm fs
original: 12.00 | 8.138 | 9.831 | 8.000 | 118.0
2m, fixed tau: 12.00 | 4.069 | 19.661 | 8.000 | 235.9
2m, fixed lambda: 24.00 | 8.138 | 9.831 | 8.000 | 235.9
2m, fixed matrix el.: 6.00 | 2.034 | 39.322 | 8.000 | 235.9
heavy sheet only 2m: 12.00 | 7.105 | 11.259 | 8.000 | 135.1
rho*tau*(DOS-mean speed), e-16 ohm m^2:
  original 6.366, all 2m 6.366, heavy only 4.360
Free electrons, E_F = 5.0 eV: rho*lambda, e-16 ohm m^2
  m: 9.269; 2m same density: 9.269; 2m same E_F: 4.634
Film, d = 20 nm, diffuse faces, micro-ohm cm:
  original: film 12.710, rise 2.879, first order 2.361
  2m, fixed tau: film 22.330, rise 2.669, first order 2.361
  2m, fixed matrix el.: film 41.834, rise 2.511, first order 2.361
Uneven cubic speeds, law ratio: 1.000000
Uniaxial speeds, uniform tau, ratio: 1.0611
Uniaxial speeds, uniform path, ratio: 1.000000
kT at 400 K: 34.5 meV; hbar/(2 tau): 27.4 meV
Thermal change of rho*lambda: m -0.08 %, 2m -0.36 %
Lifetime change of rho*lambda: m 0.31 %, 2m 0.55 %
Grain rise (R = 0.3, 20 nm grains): m 2.47, 2m 2.50 micro-ohm cm
Field energy per path at 1 MA/cm^2: 8.00 micro-eV
Displaced sea vs surface, rel. error: 1.6e-07
Zone-sum area vs surface, rel. error: 1.8e-05
Surface quadrature shift (48 to 64): 1.5e-10
Zone mesh shift (150 to 200): 0.0962 % points
```
